\section*{The noncollinear LSDA potential from local diagonalisation of the spin-density matrix}

\section{What goes wrong with a fixed spin axis}

The local spin-density approximation (LSDA) is built from the uniform electron gas with two spin densities, up and down along one axis. When the electrons of a molecule or solid are described by two-component spinors, the direction of the spin density can change from point to point, and no single axis serves everywhere.

Suppose one nevertheless picks an axis, a unit vector $\mathbf u$, and inserts the densities of spin up and down along $\mathbf u$ into the LSDA energy. Two things go wrong. First, the energy depends on the choice of $\mathbf u$, although the electron--electron interaction has no preferred spin direction. In the model of the last section the exchange energy density at one point is $-1260$ eV\,nm$^{-3}$ with $\mathbf u$ along $z$ and $-1356$ eV\,nm$^{-3}$ with $\mathbf u$ along $x$, for the same spinors. Secondly, the resulting exchange-correlation field points along $\mathbf u$ everywhere. Where the spin density is neither along $\mathbf u$ nor perpendicular to it (in the perpendicular case the two densities along $\mathbf u$ are equal and the field vanishes), this field exerts a torque on it that comes from the choice of axis.

The cure is to let the density choose the axis at each point. The potential then follows by differentiation, and its magnetic part lies along the local spin density.

\section{The spin-density matrix}

Let $\psi_i(\mathbf r)$ be two-component spinors with components $\psi_{i\alpha}$, $\alpha=1,2$, and occupations $f_i\ge 0$. Define
\begin{equation}
\rho_{\alpha\beta}(\mathbf r)=\sum_i f_i\,\psi_{i\alpha}(\mathbf r)\,\psi_{i\beta}^*(\mathbf r).
\label{rho}
\end{equation}
At each point this is a Hermitian $2\times2$ matrix. It has no negative eigenvalue, because $w^\dagger\rho w=\sum_i f_i|w^\dagger\psi_i|^2\ge0$ for any two-component $w$.

The unit matrix and the Pauli matrices $\boldsymbol\sigma$ form a basis for Hermitian $2\times2$ matrices, so $\rho=c_0 1+\mathbf c\cdot\boldsymbol\sigma$ with real coefficients. Since $\mathrm{tr}\,\sigma_j=0$ and $\mathrm{tr}(\sigma_j\sigma_k)=2\delta_{jk}$, taking traces gives $\mathrm{tr}\,\rho=2c_0$ and $\mathrm{tr}(\boldsymbol\sigma\rho)=2\mathbf c$. With
\begin{equation}
n=\mathrm{tr}\,\rho=\sum_i f_i\psi_i^\dagger\psi_i,\qquad
\mathbf m=\mathrm{tr}(\boldsymbol\sigma\rho)=\sum_i f_i\psi_i^\dagger\boldsymbol\sigma\psi_i ,
\end{equation}
the matrix is
\begin{equation}
\rho=\tfrac12\left(n\,1+\mathbf m\cdot\boldsymbol\sigma\right)
=\frac12\begin{pmatrix} n+m_z & m_x-im_y\\ m_x+im_y & n-m_z\end{pmatrix}.
\label{pauli}
\end{equation}
Both $n$ and $\mathbf m$ are number densities, in m$^{-3}$. The magnetisation, which carries a factor $-\mu_B$, appears later.

\section{Local diagonalisation and the energy}

From $\sigma_j\sigma_k=\delta_{jk}1+i\sum_l\epsilon_{jkl}\sigma_l$ one finds
\begin{equation}
(\mathbf m\cdot\boldsymbol\sigma)^2=\sum_{jk}m_jm_k\sigma_j\sigma_k=|\mathbf m|^2\,1,
\end{equation}
because the antisymmetric term cancels against the symmetric product $m_jm_k$. The eigenvalues of $\mathbf m\cdot\boldsymbol\sigma$ therefore have magnitude $|\mathbf m|$. Its trace is zero, so they are $+|\mathbf m|$ and $-|\mathbf m|$. Hence the eigenvalues of $\rho$ are
\begin{equation}
n_\pm=\tfrac12\left(n\pm|\mathbf m|\right).
\label{npm}
\end{equation}
Since $n_-\ge0$, it follows that $|\mathbf m|\le n$.

Where $\mathbf m\neq0$, let $\hat{\mathbf m}=\mathbf m/|\mathbf m|$ and
\begin{equation}
P_\pm=\tfrac12\left(1\pm\hat{\mathbf m}\cdot\boldsymbol\sigma\right).
\label{proj}
\end{equation}
Using $(\hat{\mathbf m}\cdot\boldsymbol\sigma)^2=1$,
\begin{align}
P_\pm^2&=\tfrac14\left(1\pm2\hat{\mathbf m}\cdot\boldsymbol\sigma+1\right)=P_\pm,\\
P_+P_-&=\tfrac14\left(1-(\hat{\mathbf m}\cdot\boldsymbol\sigma)^2\right)=0 .
\end{align}
These are the projectors onto spin along and against $\hat{\mathbf m}$, and $\rho=n_+P_++n_-P_-$. In the local frame whose spin axis is $\hat{\mathbf m}$, the matrix is diagonal and looks like that of a collinear gas with densities $n_+$ and $n_-$.

The noncollinear LSDA assigns to each point the energy density $F$ of that gas:
\begin{equation}
E_{xc}=\int F\big(n_+(\mathbf r),n_-(\mathbf r)\big)\,d^3r .
\label{E}
\end{equation}
The function $F$ is symmetric in its arguments, since a uniform gas does not distinguish up from down. A rotation of all spins by a common unitary matrix $U$ changes $\rho$ into $U\rho U^\dagger$, which has the same eigenvalues, so $E_{xc}$ is unchanged. Like the collinear LSDA, the approximation neglects the gradients of $n$ and $|\mathbf m|$; in addition it neglects any dependence on how fast $\hat{\mathbf m}$ turns in space.

For exchange one can compare this energy with that of a fixed axis. The densities along $\mathbf u$ are $(n\pm s)/2$ with $s=|\mathbf m\cdot\mathbf u|\le|\mathbf m|$. The exchange energy density is a negative constant times $(n+s)^{4/3}+(n-s)^{4/3}$, and
\begin{equation}
\frac{d}{ds}\left[(n+s)^{4/3}+(n-s)^{4/3}\right]
=\tfrac43\left[(n+s)^{1/3}-(n-s)^{1/3}\right]\ge0 .
\end{equation}
The energy thus falls as $s$ grows and is lowest for $s=|\mathbf m|$. A fixed axis misses part of the exchange energy wherever $\mathbf m$ is not along it.

\section{The potential matrix}

\subsection{Response of the eigenvalues}

Let $w_\pm$ be normalised eigenvectors, $\rho w_\pm=n_\pm w_\pm$, at a point where $\mathbf m\ne0$. The eigenvalues are then distinct, and eigenvalues and eigenvectors can be differentiated. To first order,
\begin{equation}
\delta\rho\,w_\pm+\rho\,\delta w_\pm=\delta n_\pm\,w_\pm+n_\pm\,\delta w_\pm .
\end{equation}
Multiply from the left by $w_\pm^\dagger$. Because $w_\pm^\dagger\rho=n_\pm w_\pm^\dagger$, the two terms with $\delta w_\pm$ cancel. With $w_\pm w_\pm^\dagger=P_\pm$ this leaves
\begin{equation}
\delta n_\pm=w_\pm^\dagger\,\delta\rho\,w_\pm=\mathrm{tr}(P_\pm\,\delta\rho).
\label{dn}
\end{equation}
The local axis does turn when $\rho$ changes, but its turning does not affect the eigenvalues at first order.

\subsection{Identification of the potential}

Write $v_\pm=\partial F/\partial n_\pm$ for the two collinear potentials. Then
\begin{align}
\delta E_{xc}&=\int\left(v_+\,\delta n_++v_-\,\delta n_-\right)d^3r\nonumber\\
&=\int\mathrm{tr}\left[\left(v_+P_++v_-P_-\right)\delta\rho\right]d^3r .
\label{dE}
\end{align}
The potential matrix $V$ is defined by $\delta E_{xc}=\int\mathrm{tr}(V\delta\rho)\,d^3r$, or $V_{\alpha\beta}=\delta E_{xc}/\delta\rho_{\beta\alpha}$. Where $n_->0$, every small Hermitian $\delta\rho$ is allowed, and this fixes $V$: if two Hermitian candidates differed by $D$, then $\mathrm{tr}(D\,\delta\rho)=0$ for all $\delta\rho$, and the choice $\delta\rho\propto D$ gives $\mathrm{tr}\,D^2=0$, hence $D=0$. Inserting \eqref{proj},
\begin{align}
V&=v_+P_++v_-P_-\nonumber\\
&=\tfrac12(v_++v_-)\,1+\tfrac12(v_+-v_-)\,\hat{\mathbf m}\cdot\boldsymbol\sigma\nonumber\\
&\equiv v_0\,1+\mathbf b\cdot\boldsymbol\sigma ,
\label{V}
\end{align}
with
\begin{equation}
v_0=\tfrac12(v_++v_-),\qquad \mathbf b=\tfrac12(v_+-v_-)\,\hat{\mathbf m}.
\label{b}
\end{equation}
The vector $\mathbf b$, an energy, lies on the line of $\mathbf m$ at every point, so $\mathbf m\times\mathbf b=0$. Equivalently, $V$ and $\rho$ have the same eigenvectors: one may diagonalise $\rho$, evaluate the collinear potentials, and rotate back.

\subsection{The same result in Cartesian components}

From \eqref{pauli}, $\delta\rho=\frac12(\delta n\,1+\delta\mathbf m\cdot\boldsymbol\sigma)$. The trace rules give
\begin{equation}
\mathrm{tr}(V\delta\rho)=v_0\,\delta n+\mathbf b\cdot\delta\mathbf m ,
\end{equation}
so $\mathbf b=\partial F/\partial\mathbf m$ at fixed $n$. By \eqref{npm}, $\partial n_\pm/\partial\mathbf m=\pm\frac12\hat{\mathbf m}$, and the chain rule returns \eqref{b}.

This form shows the reason for the parallelism. A small rotation of $\mathbf m$ at one point has $\delta\mathbf m\perp\mathbf m$ and leaves $|\mathbf m|$ unchanged to first order. The energy cannot respond, so $\mathbf b\cdot\delta\mathbf m=0$ for every such $\delta\mathbf m$, and $\mathbf b$ has no transverse part.

The argument fails when the energy depends on the relative directions of $\mathbf m$ at neighbouring points. Take an added term $\frac{\kappa}{2}\int\sum_j|\partial_j\mathbf m|^2d^3r$ with constant $\kappa$. Integration by parts, with vanishing boundary terms, gives the contribution $-\kappa\nabla^2\mathbf m$ to $\mathbf b$. For a spin density $\mathbf m=m_0(\cos\theta(x),\sin\theta(x),0)$ with constant $m_0$,
\begin{equation}
\mathbf m\times\nabla^2\mathbf m=m_0^2\,\theta''(x)\,\hat{\mathbf z},
\end{equation}
which is nonzero wherever the rate of turning changes. Parallelism is thus a property of the LSDA form, and functionals that see gradients of direction need not share it.

\section{Field, sign and torque}

The spin moment of an electron, with $g=2$, is $-\mu_B\boldsymbol\sigma$. Its energy in a field $\mathbf B$ is $+\mu_B\boldsymbol\sigma\cdot\mathbf B$, and the spin magnetisation is $\mathbf M=-\mu_B\mathbf m$. Comparison with $\mathbf b\cdot\boldsymbol\sigma$ gives
\begin{equation}
\mathbf B_{xc}=\frac{\mathbf b}{\mu_B}=\frac{v_+-v_-}{2\mu_B}\,\hat{\mathbf m}.
\label{B}
\end{equation}
Because $\mathbf b\cdot\delta\mathbf m=-\mathbf B_{xc}\cdot\delta\mathbf M$, this is also $\mathbf B_{xc}=-\delta E_{xc}/\delta\mathbf M$.

``Parallel'' in the statement $\mathbf B_{xc}\parallel\mathbf m$ therefore means ``along the same line''. The sense depends on $v_+-v_-$. If $v_+<v_-$, the field points opposite to $\mathbf m$ and along $\mathbf M$. Spin along $\hat{\mathbf m}$ then has the lower potential, which supports the existing polarisation.

To see what parallelism means for the motion of spins, consider the rate of change of $\mathbf m$ caused by $\mathbf b\cdot\boldsymbol\sigma$ in the time-dependent spinor equation, $i\hbar\,\partial_t\psi_i=\mathbf b\cdot\boldsymbol\sigma\,\psi_i+\dots$. With $[\sigma_j,\sigma_k]=2i\sum_l\epsilon_{jkl}\sigma_l$,
\begin{equation}
\left.\frac{\partial\mathbf m}{\partial t}\right|_{xc}
=\frac{1}{i\hbar}\sum_i f_i\psi_i^\dagger[\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]\psi_i
=\frac{2}{\hbar}\,\mathbf b\times\mathbf m=0 .
\end{equation}
If the LSDA potential is evaluated with the instantaneous density, it exerts no local torque. The direction of $\mathbf m$ can still change through the kinetic energy, which carries spin from place to place, through spin--orbit coupling, or through an external field.

\section{The matrix in the spinor equation}

An orbital variation changes \eqref{rho} by $\delta\rho=\sum_i f_i(\delta\psi_i\psi_i^\dagger+\psi_i\delta\psi_i^\dagger)$. By the cyclic property of the trace,
\begin{align}
\mathrm{tr}(V\delta\rho)&=\sum_i f_i\left(\psi_i^\dagger V\delta\psi_i+\delta\psi_i^\dagger V\psi_i\right)\nonumber\\
&=2\,\mathrm{Re}\sum_i f_i\,\delta\psi_i^\dagger V\psi_i ,
\end{align}
since $V$ is Hermitian and the two terms are complex conjugates. Make the total energy stationary under orthonormality, with a Hermitian matrix of Lagrange multipliers $\lambda_{ji}$, and let $H=h_0+V$. This gives $f_iH\psi_i=\sum_j\lambda_{ji}\psi_j$. Projecting on $\psi_j$ gives $\lambda_{ji}=f_iH_{ji}$, and since both $\lambda$ and $H$ are Hermitian, $(f_i-f_j)H_{ji}=0$. Thus $H$ does not connect orbitals of different occupation, and among orbitals of equal occupation a unitary mixing, which leaves $\rho$ unchanged, makes $H_{ji}$ diagonal. For the occupied orbitals this gives
\begin{equation}
\left(h_0+v_0\,1+\mathbf b\cdot\boldsymbol\sigma\right)\psi_i=\varepsilon_i\psi_i ,
\label{KS}
\end{equation}
where $h_0$ contains the kinetic energy, the external and Hartree potentials and, in a two-component relativistic treatment, the spin--orbit coupling. The last of these ties spin directions to the nuclear frame; $E_{xc}$ itself does not.

\section{Exchange and the limiting cases}

With $C=e^2/(4\pi\varepsilon_0)$, where $e$ is the elementary charge, Dirac exchange reads
\begin{equation}
F_x=-\frac34\left(\frac6\pi\right)^{1/3}C\left(n_+^{4/3}+n_-^{4/3}\right).
\end{equation}
The derivative brings down a factor $\frac43$, which cancels the $\frac34$:
\begin{equation}
v_\pm=-C\left(\frac{6n_\pm}{\pi}\right)^{1/3}.
\label{vx}
\end{equation}
Since $n_+>n_-$ wherever $\mathbf m\neq0$, exchange gives $v_+<v_-$. Over the range tested, correlation reduces this splitting without reversing it. With Perdew--Wang correlation, the splitting $v_+-v_-$ was tested on a grid of uniform densities with electron-gas radius $r_s$ from 0.5 to 5 bohr and $|\mathbf m|/n$ from 0.01 to 0.99. It kept its sign at every grid point, and its size was between 0.40 and 0.88 of the exchange value. At the lower densities of molecular tails the reduction is stronger, to between 0.27 and 0.36 at $r_s=10$ bohr, and for weak polarisation this parametrisation reverses the sign between $r_s=100$ and 300 bohr.

\paragraph{Weak polarisation.} Put $\zeta=|\mathbf m|/n$, so that $6n_\pm=3n(1\pm\zeta)$. With $(1\pm\zeta)^{1/3}\approx1\pm\zeta/3$,
\begin{equation}
\mathbf b\approx-C\left(\frac{3n}{\pi}\right)^{1/3}\frac{\zeta}{3}\,\hat{\mathbf m}
=-C\left(\frac{3n}{\pi}\right)^{1/3}\frac{\mathbf m}{3n}.
\end{equation}
At $\mathbf m=0$ the direction $\hat{\mathbf m}$ is undefined, but for $n>0$ the field goes to zero linearly and no ambiguity remains in $V$. A program should set $\mathbf b=0$ there.

\paragraph{Full polarisation.} At $n_-=0$ this eigenvalue can increase but not decrease, so $v_-$ is a one-sided derivative. For exchange it is zero, and $V=v_+P_+$. The correction to the linear energy change contains, besides the usual terms of second order in $\delta\rho$, a term of order $(\delta n_-)^{4/3}$, which is still small compared with $\delta n_-$. Points with $n=0$ have no spin direction and are excluded.

\section{Kramers pairs}

Time reversal acts on a spinor as $\Theta=-i\sigma_yK$, with $K$ complex conjugation:
\begin{equation}
\psi=\begin{pmatrix}p\\q\end{pmatrix},\qquad
\Theta\psi=\begin{pmatrix}-q^*\\p^*\end{pmatrix}.
\end{equation}
Equal unit occupation of the two gives
\begin{align}
\rho&=\begin{pmatrix}|p|^2&pq^*\\qp^*&|q|^2\end{pmatrix}
+\begin{pmatrix}|q|^2&-q^*p\\-p^*q&|p|^2\end{pmatrix}\nonumber\\
&=\left(|p|^2+|q|^2\right)1 .
\end{align}
The spin densities of the partners cancel at every point, even when spin--orbit coupling makes each of them noncollinear. A density made of such pairs has $\mathbf m=0$, hence $\mathbf b=0$. If $h_0$ is also time-reversal invariant, the whole operator in \eqref{KS} commutes with $\Theta$. Then $\psi$ and $\Theta\psi$ have the same energy. They are independent solutions, because $\psi^\dagger\Theta\psi=-p^*q^*+q^*p^*=0$.

One unpaired orbital $\psi$ with unit occupation changes this. As long as the other orbitals are still exact Kramers partners, the pairs contribute nothing to $\mathbf m$, and a single spinor has $\mathbf m=\psi^\dagger\boldsymbol\sigma\psi$ with $|\mathbf m|=\psi^\dagger\psi$, since its matrix $\psi\psi^\dagger$ has one zero eigenvalue. Thus $\mathbf b\ne0$ wherever $\psi\neq0$ and $v_+\neq v_-$. Because $\Theta\boldsymbol\sigma\Theta^{-1}=-\boldsymbol\sigma$, the term $\mathbf b\cdot\boldsymbol\sigma$ is odd under time reversal, and the Kramers degeneracy of the orbital energies is no longer guaranteed. At self-consistency the other orbitals then cease to be exact partners and add a spin density of their own. In the planar methyl radical, for example, the LSDA spin density is negative at the hydrogen nuclei, where the unpaired orbital vanishes. Reversing the whole state reverses $\mathbf m$ and $\mathbf b$ together and leaves $E_{xc}$ unchanged.

\section{Worked example: two electrons with crossed spins}

Take two singly occupied orbitals with length $a=0.10$ nm:
\begin{align}
\psi_0&=\phi_0\begin{pmatrix}1\\0\end{pmatrix},&
\phi_0&=\frac{e^{-r^2/2a^2}}{\pi^{3/4}a^{3/2}},\\
\psi_1&=\frac{\phi_1}{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},&
\phi_1&=\sqrt2\,\frac xa\,\phi_0 .
\end{align}
The first spin is along $z$, the second along $x$. The spatial orbitals are orthogonal by parity. This is a prescribed model density, not a self-consistent ground state. It has
\begin{equation}
n=\phi_0^2+\phi_1^2,\qquad \mathbf m=(\phi_1^2,\,0,\,\phi_0^2).
\end{equation}

At $x=a$, $y=z=0$, one has $\phi_0^2=e^{-1}/(\pi^{3/2}a^3)=66.07$ nm$^{-3}$ and $\phi_1^2=2\phi_0^2=132.13$ nm$^{-3}$. Therefore $n=198.20$ nm$^{-3}$, $|\mathbf m|=\sqrt5\,\phi_0^2=147.73$ nm$^{-3}$, and
\begin{equation}
n_\pm=\tfrac12(198.20\pm147.73)=172.96,\ 25.235\ \text{nm}^{-3}.
\end{equation}
With $C=1.43996$ eV\,nm, \eqref{vx} gives for exchange alone
\begin{align}
v_+&=-1.43996\,(6\times172.96/\pi)^{1/3}=-9.954\ \text{eV},\\
v_-&=-1.43996\,(6\times25.235/\pi)^{1/3}=-5.240\ \text{eV}.
\end{align}
Half the sum is $v_0=-7.597$ eV; half the difference is $-2.357$ eV. Multiplying the latter by $\hat{\mathbf m}=(2,0,1)/\sqrt5$ gives $\mathbf b=(-2.108,\,0,\,-1.054)$ eV, and so
\begin{equation}
V=\begin{pmatrix}v_0+b_z&b_x\\b_x&v_0-b_z\end{pmatrix}
=\begin{pmatrix}-8.651&-2.108\\-2.108&-6.543\end{pmatrix}\text{eV}.
\end{equation}
The field strength is $|\mathbf b|/\mu_B=4.07\times10^4$ T. Adding Perdew--Wang correlation changes the potentials to $v_+=-10.846$ eV and $v_-=-7.762$ eV. The second is lowered more than the first, so $|\mathbf b|$ drops to $1.542$ eV, or $2.66\times10^4$ T. The direction stays the same.

The exchange energy density with the local axis is $-1390$ eV\,nm$^{-3}$. The fixed $x$ and $z$ axes of the opening section give values higher by 2.5\% and 9.4\% of its magnitude.

Along the $x$ axis, the angle $\theta$ of $\mathbf m$ from $z$ obeys $\tan\theta=\phi_1^2/\phi_0^2=2(x/a)^2$. With correlation included:
\begin{center}
\begin{tabular}{ccc}
$x/a$ & $\theta$ (degrees) & $|\mathbf b|$ (eV)\\
0.5 & 26.57 & 1.580\\
1.0 & 63.43 & 1.542\\
1.5 & 77.47 & 1.340\\
2.0 & 82.87 & 0.822
\end{tabular}
\end{center}
The direction of $-\mathbf b$, found by numerical differentiation of the energy in the Cartesian components of $\mathbf m$, agrees with $\theta$ at all four points to the digits shown. The numerical check applies the same differentiation to 200 random density matrices; the largest error in the potential is $7\times10^{-9}$ of the largest $|v_0|$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
oscillator length a = 0.10 nm
Worked point: x = a, y = z = 0
phi0^2 = 66.0664 nm^-3
phi1^2 = 132.1328 nm^-3
n = 198.1992 nm^-3
m_x = 132.1328 nm^-3
m_z = 66.0664 nm^-3
|m| = 147.7290 nm^-3
n_plus = 172.9641 nm^-3
n_minus = 25.2351 nm^-3
e^2/(4 pi eps0) = 1.439965 eV nm
Potential at worked point: exchange
  v_plus = -9.9542 eV
  v_minus = -5.2403 eV
  v0 = -7.5972 eV
  b_x = -2.1081 eV
  b_z = -1.0541 eV
  |b| = 2.3569 eV
  V_11 = -8.6513 eV
  V_22 = -6.5432 eV
  V_12 = V_21 = -2.1081 eV
  |B| = 40718 T
Potential at worked point: exchange+correlation
  v_plus = -10.8462 eV
  v_minus = -7.7625 eV
  v0 = -9.3043 eV
  b_x = -1.3791 eV
  b_z = -0.6895 eV
  |b| = 1.5419 eV
  V_11 = -9.9939 eV
  V_22 = -8.6148 eV
  V_12 = V_21 = -1.3791 eV
  |B| = 26637 T
Exchange energy density at worked point
  local axis = -1390.462 eV nm^-3
  fixed x axis = -1356.269 eV nm^-3
  fixed z axis = -1259.634 eV nm^-3
x/a, angle of m, angle of -b (deg from z), |b| (eV), with correlation
  0.5  26.5651  26.5651  1.5797
  1.0  63.4349  63.4349  1.5419
  1.5  77.4712  77.4712  1.3400
  2.0  82.8750  82.8750  0.8225
orbital slope, numerical = -14.756998 eV
orbital slope, formula = -14.756998 eV
random matrices tested = 200
largest relative potential error = 7.1e-09
largest sine of angle between b and m = 3.5e-09
sign scan: r_s = 0.5 to 5.0 bohr, |m|/n = 0.01 to 0.99
splitting ratio xc/exchange = 0.406 to 0.877
\end{verbatim}
